**Parr–Borkman force-constant relations compared with computed diatomic curves**

For W(R) = W0 + W1/R + W2/R² with its minimum at Re, the second, third and fourth derivatives k, l and m obey l = −6k/Re, m = 36k/Re² and mk/l² = 1. The program asserts these relations symbolically, together with their extension to powers R⁻ᵖ and R⁻²ᵖ. It also asserts that a numerical bond-charge energy, with bond charge q and box length νR, has the predicted Re and k = 7q²/(2Re³) in Rydberg units. Further assertions cover the virial theorem for stretched H2, the extraction of derivatives from a Morse curve, and its stability for H2 and LiH when centre and spacing change. The molecular data are frozen-core CCSD(T)/cc-pVDZ results for H2, LiH, Li2, HF, N2 and F2, for which the program asserts only broad ranges and orderings of spreads and mean errors. The output shows mean errors, relative to the computed values, of 21 % for l = −6k/Re, 44 % for m = 36k/Re² and 22 % for m = l²/k. Replacing q by the formal bond order gives k only roughly: the ratio of computed to estimated k runs from 0.62 for H2 to 2.64 for F2.

## Verification by program

```python
# Parr-Borkman model of a diatomic: W(R) = W0 + W1/R + W2/R^2.
# Result under test: with k, l, m the 2nd, 3rd, 4th derivatives of W at the
# minimum Re,  l = -6 k/Re,  m = 36 k/Re^2,  m k/l^2 = 1.
# Bond-charge reading (Rydberg units): k = 7 q^2/(2 Re^3), q = bond charge,
# nu = box length of the bond electrons divided by R.
# Energies in Ry, lengths in bohr.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, cc, fci, lib

lib.num_threads(1)

# ---- symbolic tests of the model and of its generalisation to power p ----
R, Re, k, p, B, W2 = sp.symbols("R Re k p B W2", positive=True)
W0, W1, A = sp.symbols("W0 W1 A", real=True)   # attraction: W1, A negative
W = W0 + W1 / R + W2 / R**2
sol = sp.solve([sp.diff(W, R).subs(R, Re),
                sp.diff(W, R, 2).subs(R, Re) - k], [W1, W2], dict=True)[0]
assert sp.simplify(sol[W1] + k * Re**3) == 0
assert sp.simplify(sol[W2] - k * Re**4 / 2) == 0
for n in range(2, 8):
    direct = sp.diff(W, R, n).subs(R, Re).subs(sol)
    formula = (-1)**n * sp.factorial(n) * (n - 1) * k * Re**(2 - n) / 2
    assert sp.simplify(direct - formula) == 0
kinetic = -W - R * sp.diff(W, R)
assert sp.simplify(kinetic - (-W0 + W2 / R**2)) == 0
assert sp.simplify(W - kinetic - (2 * W0 + W1 / R)) == 0
depth = sp.limit(W.subs(sol), R, sp.oo) - W.subs(sol).subs(R, Re)
assert sp.simplify(depth - k * Re**2 / 2) == 0

Wp = A * R**(-p) + B * R**(-2 * p)
A_min = sp.solve(sp.diff(Wp, R).subs(R, 1), A)[0]
d2, d3, d4 = [sp.diff(Wp, R, n).subs(R, 1).subs(A, A_min) for n in (2, 3, 4)]
assert sp.simplify(d3 / d2 + 3 * (p + 1)) == 0
assert sp.simplify(d4 / d2 - (p + 1) * (7 * p + 11)) == 0

# ---- bond-charge energy built from point charges and a numerical box ----
def bond_charge_energy(dist, q, nu):
    charges = [q / 2, -q, q / 2]
    places = [0.0, dist / 2, dist]
    coulomb = sum(2 * charges[i] * charges[j] / abs(places[i] - places[j])
                  for i in range(3) for j in range(i))
    n_grid = 400
    step = nu * dist / (n_grid + 1)
    level = eigh_tridiagonal(np.full(n_grid, 2 / step**2),
                             np.full(n_grid - 1, -1 / step**2),
                             eigvals_only=True, select="i",
                             select_range=(0, 0))[0]
    return coulomb + q * level

for q_test, nu_test in [(1.3, 1.1), (2.5, 0.9)]:
    f = lambda x: bond_charge_energy(x, q_test, nu_test)
    r_min = minimize_scalar(f, bounds=(0.8, 10), method="bounded",
                            options={"xatol": 1e-9}).x
    s = 0.01 * r_min
    k_num = (f(r_min + s) - 2 * f(r_min) + f(r_min - s)) / s**2
    r_formula = 4 * np.pi**2 / (7 * q_test * nu_test**2)
    # tolerances cover the box grid and the finite-difference errors
    assert abs(r_min / r_formula - 1) < 1e-3
    assert abs(k_num / (3.5 * q_test**2 / r_formula**3) - 1) < 5e-3

# ---- virial theorem T = -W - R W' on a stretched molecule ----
def h2_hartree_fock(dist):
    mol = gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, dist))], unit="Bohr",
                basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    t = np.einsum("ij,ji->", mol.intor("int1e_kin"), mf.make_rdm1())
    return 2 * energy, 2 * t

r_vir = 2.0
w_vir, t_vir = h2_hartree_fock(r_vir)
slope = (h2_hartree_fock(r_vir + 0.01)[0]
         - h2_hartree_fock(r_vir - 0.01)[0]) / 0.02
t_from_virial = -w_vir - r_vir * slope
assert abs(r_vir * slope) > 0.1
assert abs(t_vir - t_from_virial) < 0.015   # finite basis set

# ---- derivatives at the minimum from seven energies ----
def constants_at_minimum(energy, centre, rel_step=0.04):
    h = rel_step * centre
    x = np.arange(-3, 4)
    e = np.array([energy(centre + h * i) for i in x])
    poly = np.poly1d(np.polyfit(x, e - e[3], 6))
    roots = poly.deriv().roots
    real = roots[np.abs(roots.imag) < 1e-8].real
    x0 = real[np.argmin(np.abs(real))]
    assert abs(x0) < 1.5
    ders = [poly.deriv(n)(x0) / h**n for n in (2, 3, 4)]
    return [centre + h * x0] + ders + [e[3] + poly(x0)]

a_morse = 1.3
morse = lambda x: (1 - np.exp(-a_morse * (x - 2.07)))**2
got = constants_at_minimum(morse, 2.10)
exact = [2.07, 2 * a_morse**2, -6 * a_morse**3, 14 * a_morse**4]
assert np.allclose(got[:4], exact, rtol=0.01)

# ---- diatomic data: frozen-core CCSD(T)/cc-pVDZ ----
def make_energy(atom1, atom2, frozen, pairs):
    def energy(dist):
        mol = gto.M(atom=[(atom1, (0, 0, 0)), (atom2, (0, 0, dist))],
                    unit="Bohr", basis="cc-pvdz", verbose=0)
        mf = scf.RHF(mol)
        mf.conv_tol = 1e-11
        mf.kernel()
        assert mf.converged
        solver = cc.CCSD(mf, frozen=frozen)
        solver.conv_tol = 1e-8
        solver.conv_tol_normt = 1e-5
        solver.kernel()
        assert solver.converged
        triples = solver.ccsd_t() if pairs > 1 else 0.0
        return 2 * (mf.e_tot + solver.e_corr + triples)
    return energy

# name: atoms, frozen orbitals, correlated pairs, start distance, bond order
molecules = {"H2": ("H", "H", 0, 1, 1.44, 1),
             "LiH": ("Li", "H", 1, 1, 3.05, 1),
             "Li2": ("Li", "Li", 2, 1, 5.15, 1),
             "HF": ("H", "F", 1, 4, 1.74, 1),
             "N2": ("N", "N", 2, 5, 2.115, 3),
             "F2": ("F", "F", 2, 7, 2.755, 1)}
data = {}
for name, (a1, a2, frozen, pairs, start, order) in molecules.items():
    energy = make_energy(a1, a2, frozen, pairs)
    data[name] = constants_at_minimum(energy, start)
    if name in ("H2", "LiH"):
        again = constants_at_minimum(energy, data[name][0], 0.05)
        change = np.abs(np.array(again[1:4]) / np.array(data[name][1:4]) - 1)
        assert change[0] < 0.003 and change[1] < 0.01 and change[2] < 0.03

# two-electron check of the coupled-cluster energy, and the depth of H2
mol = gto.M(atom=[("H", (0, 0, 0)), ("H", (0, 0, data["H2"][0]))],
            unit="Bohr", basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol).run(conv_tol=1e-11)
assert abs(2 * fci.FCI(mf).kernel()[0] - data["H2"][4]) < 1e-6
atom = gto.M(atom="H 0 0 0", basis="cc-pvdz", spin=1, verbose=0)
e_atom = 2 * eigh(atom.intor("int1e_kin") + atom.intor("int1e_nuc"),
                  atom.intor("int1e_ovlp"), eigvals_only=True)[0]
depth_h2 = 2 * e_atom - data["H2"][4]
depth_model = data["H2"][1] * data["H2"][0]**2 / 2
assert depth_model > 1.5 * depth_h2

# ---- comparison of the relations with the computed constants ----
names = list(data)
re, kk, ll, mm = np.array([data[n][:4] for n in names]).T
orders = np.array([molecules[n][5] for n in names])
cubic = re * ll / kk
quartic = re**2 * mm / kk
invariant = mm * kk / ll**2
q_eff = np.sqrt(2 * kk * re**3 / 7)
nu_eff = 2 * np.pi / np.sqrt(7 * q_eff * re)
k_ratio = kk / (3.5 * orders**2 / re**3)
p_eff = -cubic / 3 - 1
quartic_p = (p_eff + 1) * (7 * p_eff + 11)
err_cubic = np.mean(np.abs(-6 / cubic - 1))
err_quartic = np.mean(np.abs(36 / quartic - 1))
err_quartic_p = np.mean(np.abs(quartic_p / quartic - 1))
err_invariant = np.mean(np.abs(1 / invariant - 1))
single = orders == 1
spread = lambda v: v.max() / v.min()
assert np.all((cubic < -3) & (cubic > -13.5))
assert np.all((quartic > 12) & (quartic < 150))
assert spread(invariant) < spread(-cubic) < spread(quartic)
assert err_quartic_p < err_quartic and err_invariant < err_quartic
assert spread((kk * re**3)[single]) < spread(kk[single]) / 2
assert np.all((k_ratio > 0.3) & (k_ratio < 5))

print("Virial test, H2 RHF/cc-pVTZ, R = %.2f bohr" % r_vir)
print("  T as expectation value: %.4f Ry" % t_vir)
print("  -W - R W':              %.4f Ry" % t_from_virial)
print("  R W':                   %.4f Ry" % (r_vir * slope))
print("Frozen-core CCSD(T)/cc-pVDZ; Re in bohr, k in Ry/bohr^2")
print("mol     Re       k     Re*l/k  Re^2*m/k  m*k/l^2")
for i, n in enumerate(names):
    print("%-4s %7.4f %8.5f %8.2f %8.1f %8.3f"
          % (n, re[i], kk[i], cubic[i], quartic[i], invariant[i]))
print("Bond charge q (e), box ratio nu, bond order b,")
print("k/(3.5 b^2/Re^3), k*Re^3 (Ry bohr)")
for i, n in enumerate(names):
    print("%-4s q %.3f  nu %.3f  b %d  ratio %.2f  kRe^3 %.2f"
          % (n, q_eff[i], nu_eff[i], orders[i], k_ratio[i],
             kk[i] * re[i]**3))
print("Power p from cubic constant; Re^2*m/k predicted with p")
for i, n in enumerate(names):
    print("%-4s p %.3f  predicted %.1f  computed %.1f"
          % (n, p_eff[i], quartic_p[i], quartic[i]))
print("Mean absolute relative error of the predictions")
print("  l = -6k/Re:        %.1f %%" % (100 * err_cubic))
print("  m = 36k/Re^2:      %.1f %%" % (100 * err_quartic))
print("  m = l^2/k:         %.1f %%" % (100 * err_invariant))
print("  m from power p:    %.1f %%" % (100 * err_quartic_p))
print("Single bonds, largest/smallest k:      %.1f" % spread(kk[single]))
print("Single bonds, largest/smallest k*Re^3: %.1f"
      % spread((kk * re**3)[single]))
i = names.index("N2")
rydberg = const.value("Rydberg constant times hc in J")
bohr = const.value("Bohr radius")
print("N2 k: %.4f Ry/bohr^2 = %.0f N/m"
      % (kk[i], kk[i] * rydberg / bohr**2))
print("N2 W1: %.3f Ry bohr, W2: %.3f Ry bohr^2"
      % (-kk[i] * re[i]**3, kk[i] * re[i]**4 / 2))
print("N2 l: model %.3f, computed %.3f Ry/bohr^3"
      % (-6 * kk[i] / re[i], ll[i]))
print("N2 m: model %.2f, l^2/k %.2f, computed %.2f Ry/bohr^4"
      % (36 * kk[i] / re[i]**2, ll[i]**2 / kk[i], mm[i]))
print("H2 well depth: model k*Re^2/2 %.4f Ry, computed %.4f Ry"
      % (depth_model, depth_h2))
print("tests ok")
```

It prints:

```
Virial test, H2 RHF/cc-pVTZ, R = 2.00 bohr
  T as expectation value: 1.7709 Ry
  -W - R W':              1.7734 Ry
  R W':                   0.4088 Ry
Frozen-core CCSD(T)/cc-pVDZ; Re in bohr, k in Ry/bohr^2
mol     Re       k     Re*l/k  Re^2*m/k  m*k/l^2
H2    1.4379  0.73254    -4.82     22.3    0.959
LiH   3.0597  0.12503    -5.50     27.7    0.914
Li2   5.1559  0.03076    -5.53     22.3    0.727
HF    1.7383  1.24764    -6.85     42.6    0.908
N2    2.1145  2.89900    -8.31     54.8    0.793
F2    2.7545  0.44170   -11.11     86.4    0.699
Bond charge q (e), box ratio nu, bond order b,
k/(3.5 b^2/Re^3), k*Re^3 (Ry bohr)
H2   q 0.789  nu 2.230  b 1  ratio 0.62  kRe^3 2.18
LiH  q 1.012  nu 1.350  b 1  ratio 1.02  kRe^3 3.58
Li2  q 1.098  nu 0.998  b 1  ratio 1.20  kRe^3 4.22
HF   q 1.368  nu 1.540  b 1  ratio 1.87  kRe^3 6.55
N2   q 2.798  nu 0.976  b 3  ratio 0.87  kRe^3 27.41
F2   q 1.624  nu 1.123  b 1  ratio 2.64  kRe^3 9.23
Power p from cubic constant; Re^2*m/k predicted with p
H2   p 0.606  predicted 24.5  computed 22.3
LiH  p 0.834  predicted 30.9  computed 27.7
Li2  p 0.844  predicted 31.2  computed 22.3
HF   p 1.283  predicted 45.6  computed 42.6
N2   p 1.770  predicted 64.8  computed 54.8
F2   p 2.705  predicted 110.9  computed 86.4
Mean absolute relative error of the predictions
  l = -6k/Re:        21.4 %
  m = 36k/Re^2:      43.6 %
  m = l^2/k:         21.8 %
  m from power p:    19.3 %
Single bonds, largest/smallest k:      40.6
Single bonds, largest/smallest k*Re^3: 4.2
N2 k: 2.8990 Ry/bohr^2 = 2257 N/m
N2 W1: -27.406 Ry bohr, W2: 28.975 Ry bohr^2
N2 l: model -8.226, computed -11.392 Ry/bohr^3
N2 m: model 23.34, l^2/k 44.76, computed 35.51 Ry/bohr^4
H2 well depth: model k*Re^2/2 0.7573 Ry, computed 0.3302 Ry
tests ok
```
